**Question.** Two metallic leads, A and B, touch a grounded superconductor through weak tunnel contacts. A small voltage on B drives a current in A in two ways. In elastic cotunnelling (EC) an electron from B comes out in A. In crossed Andreev reflection (CAR) an electron from B joins one from A to form a Cooper pair. These are different processes, with different final states. Why do their contributions to the averaged current in A cancel when the leads are nonmagnetic, and what changes when the leads are spin polarized?

**Answer.** The mechanism lies in the wave that carries both processes. Below the gap an electron cannot propagate in the superconductor. It enters as a decaying wave, and that wave is half electron and half hole.

The model is an s-wave singlet superconductor with a real, uniform gap Δ, treated in mean field, at zero temperature. It has time-reversal symmetry and conserves spin. Energies E are counted from its chemical potential, and |E| < Δ. The algebra uses atomic units, so ħ = e = 1 and h = 2π; e²/h is written out in conductances. For a normal-state energy ξ, the electron amplitude u and hole amplitude v_h obey

ξu + Δv_h = Eu,  Δu − ξv_h = Ev_h.

A solution requires ξ² = E² − Δ². Below the gap this is negative, so

ξ = ±iΩ,  Ω = √(Δ² − E²).

The second equation gives u/v_h = (E + ξ)/Δ = (E ± iΩ)/Δ, and therefore

|u/v_h|² = (E² + Ω²)/Δ² = 1.

The equality holds at every subgap energy. It makes the two processes equally strong on average; their opposite charges then do the rest.

**Which currents are compared**

Count I_A as positive when it flows from A into the superconductor. Keep A at the superconductor's potential and raise the chemical potential of B by eV_B, with e the carrier charge, so that the conductance contains e² and its sign does not depend on that of the carrier. Electrons in B with 0 < E < eV_B can now affect the current in A in two ways. They can go to an empty state of A at energy E, which removes one carrier from the superconductor at A. Or they can pair with an electron of A at −E, which is available because that state is filled; this adds one carrier at A.

Let G be the electron-to-electron propagator of the superconductor between the contacts and F its electron-to-hole propagator. To lowest order, for one spin, the EC amplitude is t_A G t_B, where t_A and t_B are the tunnelling amplitudes. The golden rule gives a current per unit energy of

2π t_A² t_B² N_A N_B |G|² = Γ_AΓ_B|G|²/(2π),  Γ = 2πt²N,

where N_A and N_B are the lead densities of states. Since h = 2π, this is (1/h)T_EC with T_EC = Γ_AΓ_B|G|². For CAR, F replaces G. Hence

dI_A/dV_B = (e²/h)(T_CAR − T_EC),

evaluated at E = eV_B, with both incoming spins summed. Andreev reflection at A alone gives no current here, because A is unbiased.

**The clean case: two waves that interfere**

Take an infinite chain with hopping between nearest neighbours only. Its band ξ(k) is even and has one pair of Fermi points. For x > 0,

G(x) = ∫dk/(2π) e^{ikx}(E + ξ)/(E² − Δ² − ξ²),

and F(x) has Δ in place of E + ξ. The denominator is −(ξ − iΩ)(ξ + iΩ). Closing the contour in the upper half-plane encloses two poles. At k₁ = k + iκ, with k > 0, ξ = iΩ and the slope dξ/dk is v₁. Its contribution to G is

i × [−(E + iΩ)e^{ik₁x}]/(2iΩv₁) = −(E + iΩ)e^{ik₁x}/(2Ωv₁).

The other pole is at −k₁*, where ξ = −iΩ and the slope is −v₁*. It contributes the complex conjugate. Therefore

G(x) = −Re[(E + iΩ)e^{ik₁x}/v₁]/Ω,
F(x) = −Re[Δe^{ik₁x}/v₁]/Ω.

When Δ is small on the scale of the band, v₁ is nearly the real Fermi velocity v and κ ≈ Ω/v. Writing E + iΩ = Δe^{iχ} gives

G(x) = −(Δ/Ωv)e^{−κx}cos(kx + χ),
F(x) = −(Δ/Ωv)e^{−κx}cos(kx).

At E = 0, χ = π/2, so G² varies as sin²(kx) and F² as cos²(kx). At a given distance either process can win. The oscillation comes from interference between the right-moving and left-moving waves. Averaging over a smooth range of distances that covers many Fermi wavelengths replaces each squared cosine by ½:

⟨G²⟩ = ⟨F²⟩ = (Δ²/2Ω²v²)⟨e^{−2κx}⟩.

A chain with gap 0.10 and chemical potential −0.70, in units of its hopping, shows both sides of this. With lead broadening 0.005 and E = 0, the ratio (CAR − EC)/(CAR + EC) runs from −0.999 to 0.999 over single distances. A Gaussian average centred at 60 sites, with standard deviation 8 sites, gives equal transmissions of 1.6958×10⁻⁸ and a ratio of only −7.1×10⁻⁶. That small remainder is explained below.

**Why disorder does not spoil the balance**

In a disordered metal there is no single k, but the argument can be made for each travel time. Let φ_n be the real normal-state orbitals with energies ξ_n. Because Δ is uniform,

G = Σ_n φ_n(A)φ_n(B)a(ξ_n),  a(ξ) = −(E + ξ)/(ξ² + Ω²),
F = Σ_n φ_n(A)φ_n(B)b(ξ_n),  b(ξ) = −Δ/(ξ² + Ω²).

Squaring and averaging over disorder brings in the correlator

K = ⟨Σ_nm φ_n(A)φ_n(B)φ_m(A)φ_m(B)δ(ξ − ξ_n)δ(ξ′ − ξ_m)⟩.

Assume that near the Fermi energy K depends on the difference ξ − ξ′ alone. This requires Δ to be small compared with the energies over which the band changes.

The Fourier transform of K has a direct meaning. Start a normal-state packet at A, with energy weight q(ξ). Its unnormalized probability density at B after time t is ∫∫K q(ξ)q(ξ′)e^{−i(ξ−ξ′)t}dξdξ′. If q is smooth on the scale over which K varies, this is K̂(t)∫q²dξ. The norm of the packet is N₀∫q²dξ, where N₀ is the density of states per spin and volume. The ratio is the probability density W(R,t) of travelling the distance R in time t, so

K̂(t) = N₀W(R,|t|).

The energy weights transform with two standard integrals:

∫dξ e^{iξt}/(ξ² + Ω²) = (π/Ω)e^{−Ω|t|},
∫dξ ξe^{iξt}/(ξ² + Ω²) = iπ sgn(t)e^{−Ω|t|}.

The second is −i times the time derivative of the first. Hence

â(t) = −πe^{−Ω|t|}[E/Ω + i sgn(t)],
b̂(t) = −πe^{−Ω|t|}Δ/Ω,

and

|â(t)|² = π²e^{−2Ω|t|}(E² + Ω²)/Ω² = π²e^{−2Ω|t|}Δ²/Ω² = |b̂(t)|².

EC and CAR have equal weight for every travel time, whatever the distribution of paths. Since ⟨G²⟩ = ∫dt/(2π) K̂(t)|â(t)|², and positive and negative times contribute equally,

⟨G²⟩ = ⟨F²⟩ = πN₀(Δ²/Ω²)∫₀^∞ W(R,t)e^{−2Ωt}dt.

For the clean chain N₀ = 1/(πv) and W = ½δ(x − vt), which returns the earlier result.

This was tested on six disordered square lattices of 36 × 36 sites at E = 0, with gap 0.5, chemical potential −1.5 and site energies spread uniformly over a width of 3, in units of the hopping. Weighting G² and F² by squared distance and summing gives a ratio of 1.007, with a statistical uncertainty of about 0.005. This sum covers all distances; within shells only a few sites wide the ratio departs from 1 by 3 to 24 % at this gap. The formula also predicts the size. For a random walk whose velocity memory decays as e^{−t/τ}, the second time derivative of the mean squared displacement is 2⟨v_x²⟩e^{−t/τ}. With s = 2Ω,

∫₀^∞⟨x²⟩e^{−st}dt = 2⟨v_x²⟩/[s²(s + 1/τ)].

Taking τ from the golden rule, the computed CAR moment is 1.007 times the prediction, with a statistical uncertainty of about 0.01. The prediction rests on an approximate scattering time and on a gap small compared with the band, so the closeness to 1 should not be read as per-cent accuracy. The moment is 0.638 times the value that the same formula gives without scattering, so the disorder matters in this test.

**How spin enters**

Describe a polarized lead by Γ = γ(1 + **P**·σ), where **P** is its polarization vector and σ the Pauli matrices. EC preserves spin, so

T_EC = G²Tr[Γ_AΓ_B] = 2γ_Aγ_B(1 + **P**_A·**P**_B)G².

For CAR the outgoing hole couples through Γ_A*, and the singlet contributes a factor iσ_y on each side. Using σ_yσ*σ_y = −σ,

T_CAR = F²Tr[σ_yΓ_A*σ_yΓ_B] = 2γ_Aγ_B(1 − **P**_A·**P**_B)F².

For magnetizations along one axis this is a count of states. EC needs equal spins, ↑↑ or ↓↓; CAR takes opposite spins, ↑↓ or ↓↑, because the pair is a singlet. After averaging, the common factor drops out:

(CAR − EC)/(CAR + EC) = −**P**_A·**P**_B.

Nonmagnetic leads give zero. So does one polarized lead: it has unequal spin populations, but its unpolarized partner accepts both spins equally. Perpendicular polarizations also give zero. Parallel ones favour EC and make the nonlocal conductance negative; antiparallel ones favour CAR and make it positive. In the fully polarized limit, parallel leads leave EC alone and antiparallel leads leave CAR alone.

The chain confirms the law at polarization 0.6. The ratio is −0.3600 for parallel leads, +0.3600 for antiparallel leads and −0.1800 at 60 degrees, where 0.6² × cos 60° = 0.18. With one lead polarized it vanishes to the four decimals shown.

**What the next order does**

The cancellation belongs to lowest tunnelling order. Take unpolarized, equal contacts on the clean chain at E = 0, with Δ small compared with the band. In the electron–hole matrices τ₁ and τ₃, with θ = kx, the bare propagators are

g_AA = g_BB = −τ₁/v,
g_AB = −(e^{−κx}/v)(τ₁cosθ − τ₃sinθ).

Each lead adds a self-energy −iγ/2. Let β = γ/(2v) and neglect repeated crossings between the contacts, which carry further factors of e^{−κx}. Each end then multiplies g_AB by

(1 − iβτ₁)⁻¹ = (1 + iβτ₁)/(1 + β²).

Because τ₁ and τ₃ anticommute,

(1 + iβτ₁)τ₁(1 + iβτ₁) = (1 − β²)τ₁ + 2iβ,
(1 + iβτ₁)τ₃(1 + iβτ₁) = (1 + β²)τ₃.

Diagonal elements give EC and off-diagonal ones CAR. Up to a common factor, averaging over θ gives

EC: ½[4β² + (1 + β²)²],  CAR: ½(1 − β²)².

The difference is 4β² and the sum is (1 + β²)², so

(EC − CAR)/(EC + CAR) = 4β²/(1 + β²)².

This equals the local Andreev probability of one contact, since the off-diagonal element of the dressed g_AA has size 1/[v(1 + β²)] and is multiplied by γ before squaring. Thus, in this chain, EC wins at the next order even without magnets. At broadening 0.2 the chain gives an excess of 0.01129, and the local Andreev probability is also 0.01129. Halving the broadening divides the excess by 3.983, close to the factor 4 of a quadratic law.

The formula also explains the earlier remainder. There v² = 4(1 − 0.35²) = 3.51, and 4β² ≈ γ²/v² = 0.005²/3.51 = 7.1×10⁻⁶.

**From propagators to a measurable conductance**

The contact strengths can be replaced by normal-state tunnel conductances. The golden rule for a contact to the normal metal, summed over spin, gives

g_A = (e²/h)4πγ_AN₀,

and similarly for B. Eliminating γ_A and γ_B from (e²/h)⟨T_EC⟩ gives

g_EC = (h/e²)g_Ag_B(1 + **P**_A·**P**_B)/(8πN₀) × (Δ²/Ω²)∫₀^∞We^{−2Ωt}dt.

Now take a diffusive wire of cross-section S, diffusion constant D and contact separation R. The time integral p(R) of the one-dimensional probability obeys Dp″ = 2Ωp − δ(R). Its decaying solution, with the slope jump −1/D at the origin, is

p = λe^{−R/λ}/(2D),  λ = √(D/2Ω).

The volume probability is smaller by 1/S. Using h = 2π and the resistivity ρ = 1/(2N₀e²D),

g_EC = ¼g_Ag_BR_λ(1 + **P**_A·**P**_B)e^{−R/λ}Δ²/Ω²,
g_CAR = ¼g_Ag_BR_λ(1 − **P**_A·**P**_B)e^{−R/λ}Δ²/Ω²,

where R_λ = ρλ/S is the normal resistance of a length λ. The net conductance is

g_CAR − g_EC = −½g_Ag_BR_λ**P**_A·**P**_B e^{−R/λ}Δ²/Ω².

**The size in an aluminium wire**

Use rough typical values for a thin aluminium film: Δ = 2.0×10⁻⁴ eV, D = 50 cm²/s and ρ = 4.0 μΩ cm. The wire is 60 nm wide and 25 nm thick. Two ferromagnetic contacts, each of 1.0×10⁻³ S and polarization 0.4, have centres 200 nm apart. Restoring ħ, at small bias,

λ = √(ħD/2Δ) = 90.7 nm,  R_λ = ρλ/S = 2.42 Ω,  e^{−R/λ} = 0.1103.

Without polarization each process has conductance

¼ × (10⁻³ S)² × 2.42 Ω × 0.1103 = 6.67×10⁻⁸ S,

and the averaged net signal is zero. A single wire can deviate from this average, because its particular disorder leaves some interference; the deviation shrinks as the contacts cover more Fermi wavelengths, and its size is not computed here. For parallel magnetizations, 0.4² = 0.16 raises EC to 7.73×10⁻⁸ S and lowers CAR to 5.60×10⁻⁸ S. The net conductance is −2.13×10⁻⁸ S, or −21 nS. Reversing one magnetization gives +21 nS. The digits follow the arithmetic, not the accuracy of the inputs: at fixed ρ, D between 45 and 63 cm²/s gives 18 to 31 nS, and a 10 % change in Δ gives 18 to 25 nS. At V_B = 2.0×10⁻⁵ V the parallel current is −4.3×10⁻¹³ A, or −0.43 pA.

The diffusive description suits these numbers: the mean free path 3D/v_F is 7.5 nm for v_F = 2.0×10⁶ m/s and 11.5 nm for 1.3×10⁶ m/s, well below λ in both cases. Raising the bias to 2.0×10⁻⁵ V increases the conductance by 1.8 %. Averaging over contacts 60 nm long raises it by 3.7 %. Spin–orbit scattering keeps time-reversal symmetry but makes the memory of the spin direction decay as e^{−t/τ_s}. This multiplies W in the polarization-dependent part and so adds 1/τ_s to its decay rate 2Ω; for an assumed τ_s of 100 ps it lowers the net signal by 2.6 %. At 0.1 K, thermal smearing raises the subgap signal by about 1 %, and thermal quasiparticles contribute only 10⁻⁹ (at zero bias) to 5×10⁻⁹ (at 2.0×10⁻⁵ V) of a contact's normal conductance; local Andreev reflection is a separate contribution, not included in this figure.

Real devices also break the assumptions of lowest order and no interactions. Two parameters indicate the scale, though neither is a computed correction: g_AR_λ = 2.4×10⁻³ for higher-order tunnelling, and 2Z/(h/e²) = 3.9×10⁻³ for an electromagnetic environment of impedance Z = 50 Ω. The first enters squared. Below the gap, for magnetizations along one axis, the bare propagators are real and the lead self-energy is imaginary, so the transmissions have no correction linear in the contact strength, just as the chain excess 4β² is quadratic. Here (g_AR_λ)² ≈ 6×10⁻⁶, which is negligible beside 0.16. If the second parameter enters the balance with a coefficient of order one, it moves the net signal by a few per cent, and with weakly polarized leads it could dominate. More transparent contacts, with g_AR_λ near one, lie outside this calculation. The numerical output lists the values used here.

Computed values

```
chain: gap 0.10, chemical potential -0.70 (units of hopping)
chain: weak lead broadening 0.005 (units of hopping)
E = 0.00: (CAR-EC)/(CAR+EC) at single distances -0.999 to 0.999
E = 0.00: averaged EC 1.6958e-08, CAR 1.6958e-08
E = 0.00: averaged balance -7.1e-06
E = 0.06: (CAR-EC)/(CAR+EC) at single distances -0.999 to 0.998
E = 0.06: averaged EC 8.3618e-08, CAR 8.3617e-08
E = 0.06: averaged balance -7.1e-06
P = 0.6, only A polarized: balance -0.0000
P = 0.6, parallel: balance -0.3600
P = 0.6, antiparallel: balance +0.3600
P = 0.6, at 60 degrees: balance -0.1800
P = 1.0, full, parallel: balance -1.0000
averaged EC over travel-time formula 1.0055
broadening 0.2: EC excess 0.01129, local Andreev probability 0.01129
broadening 0.1: EC excess 0.00283, local Andreev probability 0.00283
EC excess ratio on halving the broadening 3.983
disordered lattice: EC/CAR second moments 1.007
disordered lattice: CAR moment over random-walk value 1.007
disordered lattice: CAR moment over scattering-free value 0.638
Al wire: gap 2.0e-04 eV, diffusion 50 cm2/s
Al wire: resistivity 4.0 microohm cm
Al wire: width 60 nm, thickness 25 nm
contacts: centre spacing 200 nm, length 60 nm
contacts: normal conductance 1.0e-03 S each, P 0.4
decay length 90.7 nm, its resistance 2.419 ohm
distance factor exp(-R/lambda) 0.1103
unpolarized: EC = CAR = 6.668e-08 S
parallel: EC 7.734e-08 S, CAR 5.601e-08 S
net dI_A/dV_B: parallel -2.134e-08 S, antiparallel 2.134e-08 S
current I_A, parallel, at V_B = 2.0e-05 V: -4.293e-13 A
neglected: finite bias changes conductance by 1.83 %
neglected: thermal quasiparticle conductance fraction 1.0e-09 at 0.1 K
neglected: spin relaxation (100 ps) lowers net by 2.6 %
neglected: contact length raises signal by 3.7 %
neglected: higher-order tunnelling parameter 2.4e-03
neglected: environment parameter 2Z/(h/e2), Z = 50 ohm: 3.9e-03
mean free path 7.5 nm (Fermi speed 2.0e+06 m/s)
```
